\section*{Incoherent backside reflections in ellipsometry: averaged Stokes parameters and degree of polarisation}

\section{What is being added}

\textbf{Q.} I measure a film on a thick transparent plate. Light from the back face reaches my detector too. You call it incoherent. Incoherent with what?

\textbf{A.} With the light that made a different number of round trips through the plate. Take a plane wave incident from air at angle $\theta_0$ on an isotropic film, which may absorb, on a parallel, isotropic, lossless substrate of index $n_s$ and thickness $d$. The angle in the substrate is $\theta_s$. I use atomic units, with $c$ the speed of light, and the time factor $e^{-i\omega t}$. One round trip adds the phase
\begin{equation}
\varphi=2k_zd=\frac{2d\,\omega\,n_s\cos\theta_s}{c}.
\end{equation}
For large $d$ this phase runs through many multiples of $2\pi$ within the spectral band that the detector accepts. The detector records time-averaged intensities, so different frequencies add as intensities. The measurement is therefore an average over $\varphi$.

\textbf{Q.} Then p and s light from the back are also incoherent with each other.

\textbf{A.} They are not. In an isotropic substrate both have the same $k_z$, so within one beam they carry the same multiple of $\varphi$. It cancels from their relative phase.

\section{The amplitude of each beam}

\textbf{Q.} Write the beams down before you average them. Start at a single interface, with signs.

\textbf{A.} Let $u$ be the tangential electric field for s and the tangential magnetic field for p. The other tangential field is $\pm\eta u$ for the two directions of travel, with $\eta_s=N\cos\theta$ and $\eta_p=\cos\theta/N$ in a nonmagnetic medium of index $N$. Continuity gives $1+r_{12}=t_{12}$ and $\eta_1(1-r_{12})=\eta_2t_{12}$, hence
\begin{equation}
r_{12}=\frac{\eta_1-\eta_2}{\eta_1+\eta_2},\qquad t_{12}=\frac{2\eta_1}{\eta_1+\eta_2}.
\end{equation}
Exchanging the media gives $r_{21}=-r_{12}$ and
\begin{equation}
t_{12}t_{21}=\frac{4\eta_1\eta_2}{(\eta_1+\eta_2)^2}=1-r_{12}^2 .
\end{equation}
At normal incidence this convention has $r_p=-r_s$.

\textbf{Q.} And the film?

\textbf{A.} The film is thin, so its internal reflections are summed as amplitudes. Label air, film and substrate 0, 1, 2, and let $X=\exp(2i\omega d_fN_f\cos\theta_f/c)$ be the round-trip factor of the film. Then
\begin{align}
r&=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}\nonumber\\
&=\frac{r_{01}+r_{01}^2r_{12}X+r_{12}X-r_{01}^2r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{D},
\end{align}
where $D=1+r_{01}r_{12}X$. Seen from the substrate, the order of the interfaces and both signs are reversed:
\begin{equation}
r'=-\frac{r_{12}+r_{01}X}{D}.
\end{equation}
Transmission inward is $t_{01}t_{12}X^{1/2}/D$ and outward $t_{21}t_{10}X^{1/2}/D$. Their product is
\begin{equation}
T=\frac{(1-r_{01}^2)(1-r_{12}^2)X}{D^2}.
\end{equation}
Each quantity exists for $j=p$ and $j=s$.

\textbf{Q.} Now the plate.

\textbf{A.} Let $b_j$ be the reflection at the back face. The first back beam enters, reflects and leaves, with amplitude $g_j=T_jb_j$ and phase factor $e^{i\varphi}$. Every further round trip multiplies it by $q_je^{i\varphi}$, with $q_j=r'_jb_j$. Thus
\begin{equation}
r_j^{\rm tot}=\sum_{m=0}^{\infty}a_j^{m}e^{im\varphi},\qquad
a_j^0=r_j,\quad a_j^m=g_jq_j^{m-1}\ (m\ge1),
\end{equation}
where the upper index of $a$ labels the beam and that of $q$ is a power. The sum converges when $|q_j|<1$, that is, when some light is lost from the plate on each round trip.

\section{The average}

\textbf{Q.} Which quantities do you average? Averaging $r_p/r_s$ would look natural to an ellipsometrist.

\textbf{A.} The detector responds to products of fields, so the required averages are $W_{jk}=\langle r_j^{\rm tot}r_k^{{\rm tot}*}\rangle$. Suppose $\varphi$ is uniformly distributed while the film response and the input polarisation stay constant over the band. Since $\langle e^{i(m-n)\varphi}\rangle=\delta_{mn}$,
\begin{align}
W_{jk}&=\sum_{m,n}a_j^ma_k^{n*}\delta_{mn}
=r_jr_k^*+g_jg_k^*\sum_{m=1}^{\infty}(q_jq_k^*)^{m-1}\nonumber\\
&=r_jr_k^*+\frac{g_jg_k^*}{1-q_jq_k^*}.\label{W}
\end{align}
Write $A=W_{pp}$, $B=W_{ss}$ and $C=W_{ps}$. The first two are averaged reflectances. The complex $C$ holds the p--s coherence, including that of the back beams.

\textbf{Q.} How does that become Stokes parameters, if my input is itself partly polarised?

\textbf{A.} Let $J_{jk}=\langle E_jE_k^*\rangle$ describe the input, and define
\begin{equation}
S_0=J_{pp}+J_{ss},\quad S_1=J_{pp}-J_{ss},\quad S_2+iS_3=2J_{ps}.
\end{equation}
The sample does not mix p and s, so the output is $J'_{jk}=W_{jk}J_{jk}$. Inserting $J_{pp}=(S_0+S_1)/2$ and $J_{ss}=(S_0-S_1)/2$ gives
\begin{align}
S_0'&=\tfrac12\left[(A+B)S_0+(A-B)S_1\right],\nonumber\\
S_1'&=\tfrac12\left[(A-B)S_0+(A+B)S_1\right],\nonumber\\
S_2'+iS_3'&=C\,(S_2+iS_3).\label{stokes}
\end{align}
For linear input at $45^\circ$ with $S_0=S_2=1$ and $S_1=S_3=0$, the output is
\begin{equation}
(S_0',S_1',S_2',S_3')=\left(\tfrac{A+B}{2},\tfrac{A-B}{2},{\rm Re}\,C,{\rm Im}\,C\right).
\end{equation}

\section{Where the polarisation goes}

\textbf{Q.} Every beam you listed is fully polarised if the input is. How can the total be less so?

\textbf{A.} Because the beams can have different polarisation states, and their intensities are added. The degree of polarisation is $P=\sqrt{S_1'^2+S_2'^2+S_3'^2}/S_0'$. From the definitions,
\begin{align}
S_1'^2+S_2'^2+S_3'^2&=(J'_{pp}-J'_{ss})^2+4|J'_{ps}|^2\nonumber\\
&=(J'_{pp}+J'_{ss})^2-4(J'_{pp}J'_{ss}-|J'_{ps}|^2).
\end{align}
For fully polarised input, $J_{pp}J_{ss}=|J_{ps}|^2=|E_pE_s|^2$. Therefore
\begin{equation}
P^2=1-\frac{4|E_pE_s|^2(AB-|C|^2)}{(A|E_p|^2+B|E_s|^2)^2}.\label{P}
\end{equation}

\textbf{Q.} That puts the burden on $AB-|C|^2$. Show me that it measures differences between beams.

\textbf{A.} For two beams $m$ and $n$, expand
\begin{align}
|a_p^ma_s^n-a_p^na_s^m|^2={}&|a_p^m|^2|a_s^n|^2+|a_p^n|^2|a_s^m|^2\nonumber\\
&-2\,{\rm Re}\left[(a_p^ma_s^{m*})(a_p^na_s^{n*})^*\right].
\end{align}
Summed over all $m$ and $n$, the right side is $2AB-2|C|^2$. Each pair occurs twice and $m=n$ gives zero, so
\begin{equation}
AB-|C|^2=\sum_{m<n}|a_p^ma_s^n-a_p^na_s^m|^2\ \ge 0.\label{pairs}
\end{equation}
A term vanishes when the two beams have the same ratio $a_p/a_s$, or when one beam is absent. If the input has both components, $P=1$ requires all beams present to share one polarisation state. Pure p or pure s input stays polarised in any case. An index-matched medium behind the plate makes $b_j=0$, which leaves the front beam alone and restores $P=1$.

\section{A plate without a film}

\textbf{Q.} Remove the film. Does a plain glass-like plate depolarise?

\textbf{A.} Let air lie on both sides and put $R_j=r_j^2$, with real $r_j$. Then $r'_j=b_j=-r_j$ and $T_j=1-R_j$, so $g_j=-r_j(1-R_j)$ and $q_j=R_j$. Equation~\eqref{W} becomes
\begin{align}
W_{jk}&=r_jr_k\left[1+\frac{(1-R_j)(1-R_k)}{1-R_jR_k}\right]
=r_jr_k\frac{2-R_j-R_k}{1-R_jR_k}.
\end{align}
For $j=k$ the fraction is $2(1-R_j)/(1-R_j^2)=2/(1+R_j)$. Hence
\begin{equation}
A=\frac{2R_p}{1+R_p},\quad B=\frac{2R_s}{1+R_s},\quad
C=r_pr_s\frac{2-R_p-R_s}{1-R_pR_s}.
\end{equation}
$C$ is real, so linearly polarised input gives $S_3'=0$.

\textbf{Q.} I still cannot see whether $AB-C^2$ vanishes.

\textbf{A.} Put $\sigma=R_p+R_s$ and $h=R_pR_s$, so that $(1+R_p)(1+R_s)=1+\sigma+h$. On a common denominator,
\begin{equation}
AB-C^2=\frac{hF}{(1+\sigma+h)(1-h)^2},\quad
F=4(1-h)^2-(2-\sigma)^2(1+\sigma+h).
\end{equation}
Since $(2-\sigma)^2(1+\sigma)=4-3\sigma^2+\sigma^3$,
\begin{align}
F&=4h^2-(12-4\sigma+\sigma^2)h+3\sigma^2-\sigma^3\nonumber\\
&=(\sigma^2-4h)(3-\sigma-h).
\end{align}
Multiplying out the last line recovers the one before it. With $\sigma^2-4h=(R_p-R_s)^2$,
\begin{equation}
AB-C^2=\frac{R_pR_s(R_p-R_s)^2(3-R_p-R_s-R_pR_s)}{(1+R_p)(1+R_s)(1-R_pR_s)^2}.
\end{equation}
This vanishes at normal incidence, where $R_p=R_s$, and at the Brewster angle, where $R_p=0$ and the reflected light is pure s. At other angles below grazing it is positive, so $45^\circ$ input is partly depolarised.

\textbf{Q.} And at grazing incidence, where the last denominator factor also goes to zero?

\textbf{A.} Put $R_j=1-\epsilon_j$. The Fresnel formulas give, to leading order in $\cos\theta_0$,
\begin{equation}
\epsilon_p=\frac{4n_s\cos\theta_0}{\cos\theta_s},\qquad
\epsilon_s=\frac{4\cos\theta_0}{n_s\cos\theta_s}.
\end{equation}
The last numerator factor tends to $2(\epsilon_p+\epsilon_s)$ and the denominator to $4(\epsilon_p+\epsilon_s)^2$. For $45^\circ$ input, $A+B\to2$, so $1-P^2\to AB-C^2$ and
\begin{equation}
1-P\simeq\frac{(\epsilon_p-\epsilon_s)^2}{4(\epsilon_p+\epsilon_s)}
=\frac{\cos\theta_0}{\cos\theta_s}\,\frac{(n_s^2-1)^2}{n_s(n_s^2+1)} .
\end{equation}
Polarisation returns linearly in $\cos\theta_0$, because the front beam takes over.

\textbf{Q.} How large is the effect in between?

\textbf{A.} For $n_s=1.5$ the Brewster angle is $56.31^\circ$. Evaluating the closed formula in steps of $0.01^\circ$, up to $89.9^\circ$, gives a minimum $P=0.9991$ near $43.3^\circ$ and a deeper one, $P=0.9706$, near $81.1^\circ$. Substantial back reflection can thus coexist with almost complete polarisation. A value of $P$ near one does not show that the back light is absent.

\section{A film in numbers}

\textbf{Q.} Put the film back and take me through one case.

\textbf{A.} I choose model parameters: photon energy 2 eV, $\theta_0=60^\circ$, a film of index $2.5+0.3i$ and thickness 300 \AA, and a substrate of index 1.5 and thickness $10^7$ \AA, with air behind it. The input is linear at $45^\circ$. The amplitude formulas give
\begin{align}
r_p&=0.1643-0.1023i, & r_s&=-0.6721+0.1096i,\nonumber\\
g_p&=0.0043+0.0322i, & g_s&=-0.0110+0.1684i,\nonumber\\
q_p&=0.0089-0.0029i, & q_s&=-0.1429+0.1720i.
\end{align}
Separating front and back contributions in equation~\eqref{W},
\begin{align}
A&=0.0375+0.0011=0.0385,\nonumber\\
B&=0.4637+0.0300=0.4937,\nonumber\\
C&=(-0.1216+0.0507i)+(0.0054-0.0011i)\nonumber\\
&=-0.1163+0.0496i,
\end{align}
where sums are rounded after addition. The Stokes parameters are
\begin{equation}
(S_0',S_1',S_2',S_3')=(0.2661,-0.2276,-0.1163,0.0496).
\end{equation}
With $AB-|C|^2=0.00303$,
\begin{equation}
P=\sqrt{1-\frac{4(0.00303)}{(0.5322)^2}}=0.978 .
\end{equation}

\textbf{Q.} The back supplies about 6\% of the intensity. Why does it cost 2\% of the polarisation here, when the bare plate near $43^\circ$ loses so little?

\textbf{A.} Compare the beam states. The ratio $a_p/a_s$ has modulus 0.284 and phase $157.4^\circ$ for the front beam, but modulus 0.193 and phase $-11.4^\circ$ for the first back beam. The p components are nearly opposite in sign relative to s. For this pair, equation~\eqref{pairs} gives
\begin{align}
&|r_s|^2|g_s|^2\left|\frac{r_p}{r_s}-\frac{g_p}{g_s}\right|^2\nonumber\\
&\qquad=(0.4637)(0.0285)(0.225)=0.00297,
\end{align}
or 98\% of the whole sum. Front and first back beam account for nearly all the depolarisation. For the bare plate, the same comparison gives $g_p/g_s=(r_p/r_s)(1-R_p)/(1-R_s)$. Near $43^\circ$ the factor $(1-R_p)/(1-R_s)$ is about 1.08, so the first back beam has nearly the same polarisation state as the front beam. The second back beam differs much more, but it carries only about 0.3\% of the intensity. Its pairs with the front and first back beams each supply about 31\% of the sum in equation~\eqref{pairs}, against 38\% for the front and first back pair, and all three terms are small. Little polarisation is lost there, although the back light is strong.

\textbf{Q.} Then I could ignore the p--s coherence of that weak back beam after all.

\textbf{A.} Dropping its contribution to $C$ would give $P=0.988$. The sign of the error may surprise: in this case removing coherence raises the calculated polarisation. The back contribution to $C$ is nearly opposite in phase to the front one, so it reduces $|C|$. Leaving it out makes $|C|$ too large. The sign depends on the case: for the same sample at $45^\circ$ incidence, dropping the back contribution lowers $P$ from 0.998 to 0.964.

\textbf{Q.} What does my instrument report as $\Psi$ and $\Delta$?

\textbf{A.} For one coherent beam, $r_p/r_s=\tan\Psi\,e^{i\Delta}$. A natural extension to the averaged light is
\begin{equation}
\tan\Psi=\sqrt{A/B},\qquad \Delta=\arg C .
\end{equation}
Here $\Psi=15.60^\circ$ and $\Delta=156.89^\circ$. The front beam alone has $15.87^\circ$ and $157.37^\circ$. Fitting the first pair with a front-surface model would therefore assign shifts of $-0.26^\circ$ and $-0.48^\circ$ to the film. When $P<1$ both angles are definitions, and instruments differ. Taking $\Psi$ from the polarised part, through $-\cos2\Psi=S_1'/(PS_0')$, gives $14.53^\circ$. A rotating analyser measures only $S_1'/S_0'$ and $S_2'/S_0'$, and its usual inversion, $\cos\Delta={\rm Re}\,C/\sqrt{AB}$, gives $\Delta=147.5^\circ$, which is $9.9^\circ$ below the front-surface value. The Stokes parameters avoid that ambiguity.

\section{When the average is justified}

\textbf{Q.} My band is finite. How thick is thick enough?

\textbf{A.} Take a flat band of width $\Delta\omega$, centred at phase $\varphi_0$. It spans
\begin{equation}
\Phi=\frac{2d\,\Delta\omega\,n_s\cos\theta_s}{c}
\end{equation}
for constant $n_s$. With $k=m-n\ne0$, the average that was set to zero is
\begin{equation}
\langle e^{ik\varphi}\rangle=e^{ik\varphi_0}\frac{\sin(k\Phi/2)}{k\Phi/2},
\qquad |\langle e^{ik\varphi}\rangle|\le\frac{2}{\Phi}.
\end{equation}
Bounding the sum over $m\ne n$ by the sum over all beams gives an absolute error
\begin{equation}
|\delta W_{jk}|\le\frac{2}{\Phi}\,L_jL_k,\qquad
L_j=|r_j|+\frac{|g_j|}{1-|q_j|}.
\end{equation}
If $\Phi$ is a whole multiple of $2\pi$, the neglected averages vanish. In the opposite limit, $\Phi\to0$, all beams interfere, $W_{jk}=r_j^{\rm tot}r_k^{{\rm tot}*}$, and polarised input stays polarised. This holds for a plane wave. An incoherent spread of incidence angles also spreads $\varphi$: for the plate of the example at a single frequency, a flat spread of $0.05^\circ$ already gives $P=0.9785$, close to the full average. Thickness alone does not decide. For a given substrate and angle, the product $d\,\Delta\omega$ sets $\Phi$, and the band must still be narrow enough for the film response to stay nearly constant across it.

\textbf{Q.} And for your plate?

\textbf{A.} Here $\cos\theta_s=0.8165$. One fringe, $\varphi\to\varphi+2\pi$, occupies $\pi c/(dn_s\cos\theta_s)$, which is $5.06\times10^{-4}$ eV. A band of 0.01 eV covers about 20 fringes, with $\Phi=124$, and the largest bound on an element of $W$ is 0.013. I also solved the field boundary conditions of the whole stack at 40\,000 equally spaced energies in this band and averaged the products. The refractive indices were held fixed, but the film phase varied with energy. The largest absolute deviation from equation~\eqref{W} was 0.0021, and $P$ was 0.9782 instead of 0.9784.

\textbf{Q.} My spot is small. Do all these beams reach the detector?

\textbf{A.} Perhaps not. Successive exit points lie $2d\tan\theta_s$ apart on the surface, so the reflected beams are displaced sideways by
\begin{equation}
2d\tan\theta_s\cos\theta_0=7.07\times10^6\ \text{\AA}.
\end{equation}
The formulas assume that all of them are collected. If an aperture passes just the front beam, $P=1$ and the front-surface angles are recovered. If it passes the front and first back beams in full, $P=0.9786$, close to the complete result. Partial clipping gives each beam its own weight in the sum for $W$.

\textbf{Q.} Which assumption would you question first if a fit still failed?

\textbf{A.} The equality of $\varphi$ for p and s. Strain can make the substrate birefringent. Even if p and s remain unmixed, beam $m$ then brings the factor $e^{im(\varphi_p-\varphi_s)}$ into $C$, while $A$ and $B$ keep their form. Misfits in $S_2'$ and $S_3'$ with sound values of $S_0'$ and $S_1'$ would be consistent with that cause, though they would not prove it.
